# Exponential relaxation and threshold-voltage transient of a multiphonon oxide trap

A first-principles study of an oxide trap must decide which quantities deserve the effort of convergence. Suppose that the traps exchange electrons with the channel alone and that their vibrational frequencies do not depend on their charge. If the device question concerns the threshold shift after a very long stress at known bias and temperature, the thermodynamic level and the trap depth then suffice, once the initial occupation, the trap density, the position of the channel Fermi level at that bias and the oxide's thickness and dielectric constant are known. If it concerns the shift after a given time, the lattice relaxation, the phonon energies and the electronic coupling to the channel are needed as well. The division follows from the occupation law

$$f(t)=f_\infty+[f(0)-f_\infty]e^{-t/\tau},\qquad f_\infty=\frac{1}{1+g^{-1}e^{(E_T-\mu)/T}}, \tag{1}$$

in which the speed and the end point separate. It is derived here twice, first from the rates of individual transitions and then from equilibrium statistics with one rate.

## The model

Atomic units are used in the algebra, and temperature $T$ is an energy. An oxide of thickness $d$ and dielectric constant $\kappa$ lies between a channel at $x=0$ and a gate at $x=d$. Identical traps, $N$ per unit area, sit at depth $a$. Each is empty, or holds one electron of either spin, so the filled state has degeneracy $g=2$; double occupation is excluded. The traps exchange electrons with the channel alone, which stays in equilibrium at Fermi level $\mu$.

Let $V$ be the voltage drop across the oxide, positive at the gate. Without trapped charge the electron energy falls linearly from $0$ at the channel to $-V$ at the gate, so the trap level is

$$E_T=E_0-\frac{a}{d}V. \tag{2}$$

Here $E_T$ is the energy of the filled trap minus that of the empty one, each in its lowest vibrational state. It therefore already contains the lattice relaxation. The distance between $\mu$ and the channel band edge is held fixed, so that a change of $V$ equals the change of gate bias. This is a simplification: in a real channel the electron density grows with the oxide field, and $\mu$ moves relative to the band edge.

One mode of mass-weighted coordinate $q$ and frequency $\omega$ couples to the charge. Its potential is $\tfrac12\omega^2q^2$ for the empty trap and $\tfrac12\omega^2(q-q_0)^2$ for the filled one. The relaxation energy is $\lambda=\tfrac12\omega^2q_0^2=S\omega$, which defines the Huang–Rhys factor $S=\omega q_0^2/2$.

## First derivation: counting transitions

**Phonon weights.** Let $|m\rangle$ be the vibrational states of the empty trap, $|\tilde n\rangle$ those of the filled trap, and $P_m$ the thermal probabilities. The weight for releasing $p$ phonons on capture is $W_p=\sum_m P_m|\langle \widetilde{m+p}|m\rangle|^2$. Define its generating function $C(\theta)=\sum_pW_pe^{ip\theta}$. With the number operators $\hat n=b^\dagger b$ and $\tilde n=(b^\dagger-s)(b-s)$, where $s=\sqrt S$, inserting complete sets gives

$$C(\theta)=\langle e^{i\tilde n\theta}e^{-i\hat n\theta}\rangle .$$

The displacement $U=e^{s(b^\dagger-b)}$ obeys $UbU^\dagger=b-s$, hence $e^{i\tilde n\theta}=Ue^{i\hat n\theta}U^\dagger$. Since $e^{i\hat n\theta}b^\dagger e^{-i\hat n\theta}=b^\dagger e^{i\theta}$, the operator in the average is $e^Ae^B$ with

$$A=s(b^\dagger-b),\qquad B=-s(b^\dagger e^{i\theta}-be^{-i\theta}).$$

Their commutator is the number $[A,B]=2iS\sin\theta$. Therefore $e^Ae^B=e^{iS\sin\theta}e^{\alpha b^\dagger-\alpha^*b}$, with $\alpha=s(1-e^{i\theta})$ and $|\alpha|^2=2S(1-\cos\theta)$.

For the thermal average, write the thermal state as a mixture of coherent states $|\beta\rangle$ with weight $e^{-|\beta|^2/\bar n}/(\pi\bar n)$, where $\bar n$ is the Bose number. Phase integration removes off-diagonal elements, and the diagonal ones are $\bar n^m/(\bar n+1)^{m+1}$, as required. In a coherent state the displacement has mean $e^{-|\alpha|^2/2}e^{\alpha\beta^*-\alpha^*\beta}$. The Gaussian average of the last factor is $e^{-\bar n|\alpha|^2}$. Thus

$$C(\theta)=\exp[iS\sin\theta-S(2\bar n+1)(1-\cos\theta)]. \tag{3}$$

Put $x=\omega/2T$, so $2\bar n+1=\coth x$. Because $\cos(\theta-ix)=\cosh x\cos\theta+i\sinh x\sin\theta$,

$$C(\theta)=e^{-S\coth x}\exp\left[\frac{S}{\sinh x}\cos(\theta-ix)\right].$$

The expansion $e^{z\cos\phi}=\sum_pI_p(z)e^{ip\phi}$, with modified Bessel functions $I_p$, gives

$$W_p=e^{px-S\coth x}I_p\left(\frac{S}{\sinh x}\right),\qquad W_{-p}=e^{-p\omega/T}W_p. \tag{4}$$

The second relation uses $I_{-p}=I_p$.

**Rates.** Let $M$ be the electronic matrix element, independent of $q$, and $D(\varepsilon)$ the density of channel states per spin. The golden rule gives the width $\Gamma(\varepsilon)=2\pi D|M|^2$. Capture from channel energy $\varepsilon$ with release of $p$ phonons requires $\varepsilon=E_T+p\omega$. Summing over the $g$ spin states and the channel occupation $F(\varepsilon)=1/(1+e^{(\varepsilon-\mu)/T})$,

$$k_c=g\sum_pW_p\,\Gamma(\varepsilon_p)F(\varepsilon_p),\qquad \varepsilon_p=E_T+p\omega. \tag{5}$$

Emission runs the same process backwards: the filled trap absorbs $p$ phonons and its electron enters an empty state at $\varepsilon_p$. Reflecting the coordinate shows that $|\langle m|\tilde n\rangle|^2=|\langle\tilde m|n\rangle|^2$, so the thermal weight is $W_{-p}$. The electron keeps its spin, so there is no factor $g$:

$$k_e=\sum_pW_{-p}\,\Gamma(\varepsilon_p)[1-F(\varepsilon_p)]. \tag{6}$$

Now use $1-F(\varepsilon_p)=F(\varepsilon_p)e^{(E_T+p\omega-\mu)/T}$ and equation (4). The factors $e^{\pm p\omega/T}$ cancel in each term, leaving

$$\frac{k_e}{k_c}=\frac1g\,e^{(E_T-\mu)/T}. \tag{7}$$

This holds for any energy dependence of $\Gamma$ within the model. With equation (2), the slope of $\ln(k_e/k_c)$ in $V$ is $-a/(dT)$, which gives the trap depth within the model. In a real device the slope also contains the motion of $\mu$ relative to the interface band edge. For a silicon inversion layer between oxide fields of 2 and 5 MV/cm this motion is roughly 0.15 eV, against 0.30 eV from $aV/d$ in the example below, so ignoring it would overestimate the depth by 30 to 50%. Emission to the gate must also be negligible.

**Occupation.** Let $P_0,P_\uparrow,P_\downarrow$ be the three state probabilities. Each filled state gains $(k_c/g)P_0$ and loses at rate $k_e$. Adding the two equations, with $f=P_\uparrow+P_\downarrow$ and $P_0=1-f$, gives

$$\dot f=k_c(1-f)-k_ef=k_c-(k_c+k_e)f. \tag{8}$$

Setting $\dot f=0$ gives $f_\infty=k_c/(k_c+k_e)$, which is the value in (1) after use of (7). The difference $y=f-f_\infty$ satisfies $\dot y=-(k_c+k_e)y$, hence (1) with $1/\tau=k_c+k_e$.

**Threshold.** Let $u(x)$ be the electron potential energy and $\mathcal F=-u'(0)$ the interface field. The negative sheet at $a$ gives $u''=-(4\pi Nf/\kappa)\delta(x-a)$. Thus $u'=-\mathcal F$ before the sheet and $u'=-\mathcal F-4\pi Nf/\kappa$ beyond it. Integration yields

$$V=-u(d)=\mathcal Fd+\frac{4\pi Nf}{\kappa}(d-a). \tag{9}$$

The threshold is the gate bias that establishes a fixed $\mathcal F$. Relative to its value at $t=0$ it moves by

$$\Delta V_{\rm th}(t)=\frac{4\pi N(d-a)}{\kappa}[f(t)-f(0)]. \tag{10}$$

Trapped electrons make it more positive. The reading must be short compared with $\tau$, or it changes the occupation it measures.

## Second derivation: equilibrium and one rate

This route needs no emission rate. At weak coupling the trap and its mode have grand-canonical weights. If $Z_e$ and $Z_f$ are the vibrational partition functions of the empty and filled trap, counted from their lowest levels, the two charge states have weights $Z_e$ and $gZ_fe^{-(E_T-\mu)/T}$. Normalization gives

$$f_\infty=\left[1+\frac{Z_e}{gZ_f}e^{(E_T-\mu)/T}\right]^{-1}. \tag{11}$$

Equal frequencies make $Z_e=Z_f$ and recover the steady value in (1).

For the approach to equilibrium, let $p_1(t)$ and $p_0(t)$ be the probabilities of finding the trap filled at $t$ if it was filled or empty at zero. Suppose the future depends on the present charge state alone. Conditioning on the state at time $t$ gives, for $i=0,1$,

$$p_i(t+r)=p_i(t)p_1(r)+[1-p_i(t)]p_0(r)=p_0(r)+D(r)p_i(t),$$

with $D=p_1-p_0$. Subtracting the equations for $i=1$ and $i=0$ gives $D(t+r)=D(t)D(r)$. Differentiate with respect to $r$ at $r=0$: $\dot D(t)=\dot D(0)D(t)$. Since $D(0)=1$, the solution is $D=e^{-t/\tau}$, where $1/\tau=-\dot D(0)$.

Equilibrium must reproduce itself, so $f_\infty=p_0(t)+D(t)f_\infty$, or $p_0=f_\infty(1-D)$. An arbitrary start then gives

$$f(t)=p_0(t)+D(t)f(0)=f_\infty+[f(0)-f_\infty]e^{-t/\tau}.$$

The initial slope of $p_0$ is by definition the capture rate, so

$$k_c=\frac{f_\infty}{\tau},\qquad \tau=\frac{f_\infty}{k_c}. \tag{12}$$

Likewise $p_1=f_\infty+(1-f_\infty)D$ has initial slope $-k_e$, so $k_e=(1-f_\infty)/\tau$. Adding the two rates recovers $1/\tau=k_c+k_e$, and their ratio recovers (7) as a consequence.

The threshold also has a second route. Integration by parts gives

$$\int_0^d(d-x)u''\,dx=-d\,u'(0)+u(d)-u(0)=\mathcal Fd-V.$$

For the sheet the left side is $-4\pi Nf(d-a)/\kappa$, which is (9). The integral also shows how a distribution of trapped charge is weighted: by its distance from the gate.

## What each derivation assumes

Both need weak coupling, a thermalized lattice between jumps and a channel that remains in equilibrium. The first specifies the microscopic process. It supplies the numerical rates, but the forms (4)–(6) rest on equal frequencies and a coupling independent of $q$. The second accepts a capture rate from any source and permits unequal frequencies through (11). It cannot predict $\tau$ without that rate.

They also fail differently. If the trap exchanges electrons with a gate at another Fermi level, equation (8) still holds with summed rates, and the relaxation stays exponential. The steady value is then the ratio of total capture to total capture plus emission, and the equilibrium weight (11) no longer applies. If the lattice remembers the previous jump, equation (8) and the conditioning argument both lose their basis.

Trapped charge imposes a further condition. At fixed $V$, equation (9) gives $\mathcal F=V/d-4\pi Nf(d-a)/(\kappa d)$. The energy at the trap is $-\mathcal Fa$, so the mean-field level rise is

$$\delta E_T=\frac{4\pi Nf\,a(d-a)}{\kappa d}. \tag{13}$$

This treats the trapped charge as a uniform sheet, so it is an average over randomly placed traps, not the rise felt by each one. In this approximation the rates depend on $f$, and (8) becomes nonlinear. The exponential law is recovered when the rates barely change during the transient. This holds if the change of $\delta E_T$ between the initial and final occupation is much smaller than $T$ and, for a sharp band edge, carries no replica across it.

## Two limits of the lattice factor

For $T\to0$, $\bar n=0$ and (3) becomes $\exp[S(e^{i\theta}-1)]$. Its coefficients are $W_p=e^{-S}S^p/p!$ for $p\ge0$ and zero for $p<0$. Capture from above the level can continue by lattice tunnelling, while absorption of phonons stops.

For $\omega\to0$ at fixed $\lambda$ and $\Delta=p\omega$, the Bessel argument $z=S/\sinh x$ approaches $2\lambda T/\omega^2$ and becomes large. In $I_p(z)=\pi^{-1}\int_0^\pi e^{z\cos\theta}\cos p\theta\,d\theta$, small angles dominate, so $I_p\simeq e^{z-p^2/2z}/\sqrt{2\pi z}$. Moreover $z-S\coth x=-S\tanh(x/2)\to-\lambda/4T$ and $px=\Delta/2T$. The exponents combine into a square:

$$\frac{W_p}{\omega}\to\frac{1}{\sqrt{4\pi\lambda T}}\exp\left[-\frac{(\lambda-\Delta)^2}{4\lambda T}\right]. \tag{14}$$

The barrier is the crossing energy of the two parabolas. Equating $\Delta+\tfrac12\omega^2q^2$ and $\tfrac12\omega^2(q-q_0)^2$ gives $q=(\lambda-\Delta)/(\omega^2q_0)$, whose elastic energy is $(\lambda-\Delta)^2/4\lambda$.

## A stress and recovery cycle

The example uses round model parameters: $d=30$ Å, $a=10$ Å, $\kappa=4$, $N=10^{-6}$ Å$^{-2}$, $\omega=0.05$ eV, $S=20$ and $E_0-\mu=0.30$ eV at 300 K, where $T=0.02585$ eV. The width is $\Gamma=10^{-12}$ eV above a band edge at $-0.08$ eV relative to $\mu$, and zero below it. A constant width describes a two-dimensional subband with constant $M$. The bias dependence of electronic tunnelling, the motion of $\mu$ relative to the band edge and exchange with the gate are left out. In an oxide this thin the last omission matters at high bias: a rough tunnelling estimate makes emission to the gate at 1.5 V several times faster than emission to the channel, though still far slower than capture. The numbers therefore illustrate the model and do not predict the behaviour of a particular device.

At a stress drop of 1.5 V, equation (2) gives $E_T-\mu=0.30-1.5/3=-0.20$ eV. The first replica above the edge is $p=3$. The terms $W_pF$ for $p=3$ to $7$ are, in units of $10^{-4}$,

$$1.469+1.808+0.928+0.289+0.078=4.572.$$

Multiplication by $g\Gamma/\hbar=2\times1519.27$ s$^{-1}$ gives 1.389 s$^{-1}$; the remaining replicas raise it to 1.397 s$^{-1}$. The same procedure at four drops gives:

| $V$ (V) | $k_c$ (s$^{-1}$) | $k_e$ (s$^{-1}$) | $\tau$ (s) | $f_\infty$ |
|---|---|---|---|---|
| 0.6 | 0.00656 | 0.157 | 6.11 | 0.040 |
| 0.9 | 0.0485 | 0.0243 | 13.7 | 0.667 |
| 1.2 | 0.290 | 0.00303 | 3.42 | 0.990 |
| 1.5 | 1.397 | 0.000305 | 0.716 | 0.9998 |

From each of these biases to the next, capture quickens and emission slows. Their sum is smallest at 0.9 V, which therefore relaxes most slowly of the four. Between the listed biases capture need not rise steadily, because it falls abruptly whenever a replica passes below the band edge. At 0.9 V the level meets $\mu$, and spin degeneracy makes $f_\infty=2/3$.

Full occupation would shift the threshold by $4\pi(14.39965)(10^{-6})(20)/4$ V, or 0.905 mV, where the Coulomb constant in eV Å converts the atomic-unit formula. The trap starts in equilibrium at 0.6 V, with $f=0.040$. After 2 s at 1.5 V,

$$f=0.9998-0.9597\,e^{-2/0.716}=0.941,$$

and $\Delta V_{\rm th}=0.905(0.941-0.040)=0.815$ mV. On return to 0.6 V the occupation is continuous, and the shift decays with $\tau=6.11$ s. It is 0.588 mV after 2 s and 0.006 mV after 30 s.

At this phonon energy the classical line shape is poor far from its maximum at $\Delta=\lambda$. At $\Delta=0.20$ eV its barrier is 0.16 eV, and the quantum weight is 2.01 times larger. Most of this factor comes from replacing $S\tanh(x/2)$ by $Sx/2$: the difference is 0.69 in the exponent, against $\ln2.01=0.70$. The other main changes, about $-0.06$ from the term $p^2/2z$ and $+0.08$ from the prefactor, nearly cancel here. Halving $\omega$ from 0.01 to 0.005 eV reduces the logarithmic error from 0.0306 to 0.0077, the fourfold fall expected of a leading $\omega^2$ correction.

Moving the band edge to $-0.03$ eV removes the $p=3$ replica and lengthens the stress time constant from 0.716 to 1.05 s, while $f_\infty$ stays unchanged. The abruptness of such changes belongs to a single discrete mode. A real trap couples to many modes, and a spread of mode energies smooths the steps. The slowing itself remains, because raising the edge removes channel states that contributed to capture.

For full occupation, equation (13) gives an average level rise of $3.0\times10^{-4}$ eV, or 1.2% of $T$. Integrating the nonlinear mean-field equation over 4 s of stress changes the occupation by less than 0.001 in absolute terms. The average hides an uneven distribution. The traps are about $N^{-1/2}=1000$ Å apart, while the channel and gate, treated as conductors, screen a trapped charge over lateral distances of order $d$. Most traps therefore feel almost no rise, and rare close neighbours feel much more than the average. At a density one hundred times larger the average rise would be 0.030 eV, more than $T$ though still unevenly shared. The mean-field condition would then fail, and traps with close neighbours would relax differently from the rest, so that a single exponential would not describe them all. The numerical output also compares the golden rule with unitary dynamics for a cold-lattice model; the two emission rates differ by about 0.1%.

## Values computed for the example and the checks

```
temperature 300 K; T = 0.025852 eV
oxide thickness 30 A; trap depth 10 A; kappa 4
trap density 1.0e-06 per A^2; degeneracy g = 2
phonon energy 0.05 eV; S = 20; relaxation 1.00 eV
electronic width per spin 1.0e-12 eV
level at zero drop 0.30 eV; band edge -0.08 eV
hbar = 6.582120e-16 eV s; width/hbar = 1519.27 1/s
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
stress, phonons p: channel energy (eV), weight W_p, Fermi factor
  3: -0.05, 1.6813e-04, 0.87370
  4: 0.00, 3.6161e-04, 0.50000
  5: 0.05, 7.3513e-04, 0.12630
  6: 0.10, 1.4139e-03, 0.02047
  7: 0.15, 2.5753e-03, 0.00301
drop (V): level (eV), k_c (1/s), k_e (1/s), tau (s), f_inf
  0.6: 0.10, 6.5614e-03, 1.5700e-01, 6.1140, 0.04012
  0.9: 0.00, 4.8516e-02, 2.4258e-02, 13.7411, 0.66667
  1.2: -0.10, 2.8976e-01, 3.0275e-03, 3.4155, 0.98966
  1.5: -0.20, 1.3971e+00, 3.0502e-04, 0.7156, 0.99978
slope of ln(k_e/k_c) with drop = -12.894 1/V
shift for full occupation = 0.90476 mV
initial occupation = 0.04012
stress time (s): occupation, threshold shift (mV)
  0.2: 0.27410, 0.21170
  0.5: 0.52260, 0.43653
  1.0: 0.76250, 0.65359
  2.0: 0.94111, 0.81518
recovery time (s): occupation, threshold shift (mV)
  2.0: 0.68973, 0.58775
  5.0: 0.43782, 0.35982
  10.0: 0.21566, 0.15883
  30.0: 0.04678, 0.00603
energy drop for classical comparison = 0.20 eV
classical barrier at this drop = 0.1600 eV
quantum W_p/omega = 7.2321e-03 1/eV
classical line shape = 3.5997e-03 1/eV
quantum/classical = 2.0091
log error, omega 0.01 eV: 0.03064
log error, omega 0.005 eV: 0.00768
golden-rule test rate = 0.009197 (phonon units)
unitary-dynamics rate = 0.009207 (phonon units)
stress tau, edge moved to -0.03 eV = 1.0516 s
level rise from full trap sheet = 3.0159e-04 eV
level rise divided by T = 0.01167
largest feedback error in occupation = 9.386e-04
```
